# Collisionless Planar Presheath: Solving the Tonks-Langmuir Equation for the Edge Potential: a numerical check

```python
"""Planar collisionless Tonks-Langmuir plasma: potential drop to the sheath edge.

Result under test: the quasineutral integral equation
    exp(-eta) = integral_0^eta G(eta') / sqrt(eta - eta') d eta'
ends at eta_s = z_s^2 with 2 z_s D(z_s) = 1 (D = Dawson function), eta_s ~ 0.854,
whatever the ionization profile.
Symbols: eta = -e*phi/Te; z = sqrt(eta); c_s = sqrt(Te/M); nu = ionization frequency;
length unit L0 = sqrt(2)*c_s/nu; flux unit sqrt(2)*n0*c_s; density unit n0;
G = source * dx/d eta; debye = Debye length / L0; alpha = L0 / ion mean free path.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn, erfc


def solve_in_potential(step, alpha=0.0):
    """Triangular collocation on a uniform grid of z; ionization ~ electron density.
    Returns edge potential, edge position and emission per unit z in each cell."""
    size = int(3 / step)
    emission, middle = np.zeros(size), np.zeros(size)
    x = flux = 0.0
    for k in range(1, size):
        weight = np.diff(np.arcsin(np.arange(k + 1) / k))
        z_mid = (k - 0.5) * step
        n_mid, target = np.exp(-z_mid**2), np.exp(-(k * step)**2)
        memory = (emission[:k-1] * weight[:-1]) @ np.exp(-alpha * (x - middle[:k-1]))
        dx = 0.0
        for _ in range(10):
            q = (target - memory * np.exp(-alpha * dx)) / (
                weight[-1] * np.exp(-alpha * dx / 2))
            dx = q * step / (n_mid + alpha * (flux + n_mid * dx / 2))
        if q <= 0:
            z_edge = z_mid - step * q / (q - emission[k-2])
            return z_edge**2, x, emission[:k-1]
        emission[k-1], middle[k-1] = q, x + dx / 2
        x += dx
        flux += n_mid * dx
    raise RuntimeError("no plasma edge found")


def march_in_space(source, h, debye=0.0, alpha=0.0, wall_ratio=None):
    """March eta(x) outward for a given source(x, n_e), with or without space charge.
    Stops at the floating wall, or where the quasineutral equation has no root."""
    size = int(0.9 / h)
    eta, emit = np.zeros(size + 1), np.zeros(size)
    decay = np.exp(-alpha * h * (np.arange(size + 1) + 0.5))
    curvature = brentq(lambda a: np.pi / (2 * np.sqrt(a)) - 1 - 2 * debye**2 * a, 0.01, 3)
    eta[1] = curvature * h**2
    first = source(h / 2, 1.0)
    emit[0], flux = first + alpha * first * h / 2, first * h
    stiffness = (debye / h)**2
    for k in range(1, size):
        x_mid = (k + 0.5) * h
        n_here, n_before = np.exp(-eta[k]), np.exp(-eta[k-1])
        ionization = source(x_mid, 1.5 * n_here - 0.5 * n_before)
        last = h * decay[0] * (ionization + alpha * (flux + ionization * h / 2))
        weight = h * emit[:k] * decay[k:0:-1]
        past = eta[k] - eta[:k+1]
        previous = eta[k] - eta[k-1]

        def residual(d):
            r = np.sqrt(past + d)
            kernel = 2 / (r[:-1] + r[1:])
            ions = weight @ kernel + 2 * last / np.sqrt(d)
            ion_slope = -0.5 * (weight @ (kernel / (r[:-1] * r[1:]))) - last / d**1.5
            electrons = n_here * np.exp(-d)
            return (stiffness * (d - previous) - ions + electrons,
                    stiffness - ion_slope - electrons)

        d = previous
        value, slope = residual(d)
        while value > 0:
            d *= 0.5
            value, slope = residual(d)
        converged = False
        for _ in range(80):
            if slope <= 0:
                break
            change = -value / slope
            d += change
            if d <= 0 or d > 1:
                break
            if abs(change) < 1e-9 * d:
                converged = True
                break
            value, slope = residual(d)
        if not converged:
            assert debye == 0, "space-charge march failed"
            return eta[:k+1], flux, k * h
        eta[k+1] = eta[k] + d
        ionization = source(x_mid, 0.5 * (n_here + np.exp(-eta[k+1])))
        emit[k] = ionization + alpha * (flux + ionization * h / 2)
        old_flux = flux
        flux += ionization * h
        if wall_ratio is not None:
            excess_old = np.log(wall_ratio / old_flux) - eta[k]
            excess_new = np.log(wall_ratio / flux) - eta[k+1]
            if excess_new < 0:
                part = excess_old / (excess_old - excess_new)
                wall_eta = eta[k] + part * d
                return eta[:k+2], wall_eta, (k + part) * h
    raise RuntimeError("march did not end")


def edge_from_march(eta, h):
    """Zero of dx/dz, extrapolated from the smooth part of the marched profile."""
    z = np.sqrt(eta)
    mid, slope = 0.5 * (z[1:] + z[:-1]), h / np.diff(z)
    use = (mid > 0.70 * z[-1]) & (mid < 0.96 * z[-1])
    roots = np.roots(np.polyfit(mid[use], slope[use], 3))
    real = roots.real[np.abs(roots.imag) < 1e-9]
    return np.min(real[real > 0.9 * z[-1]])**2


# ---------- closed-form solution ----------
z_s = brentq(lambda z: 2 * z * dawsn(z) - 1, 0.5, 1.5, xtol=1e-14)
eta_s = z_s**2
flux_s = 1 / (np.pi * z_s)
x_s = np.exp(eta_s) / (2 * np.pi * z_s)


def emission_z(z):
    return 2 / np.pi * (1 - 2 * z * dawsn(z))


def position(z):
    return 2 / np.pi * np.exp(z*z) * ((0.5 - z*z) * dawsn(z) + z / 2)


# the inverted source must satisfy the original integral equation
worst = 0.0
for eta_test in (0.05, 0.3, 0.6, eta_s):
    density = quad(lambda t: emission_z(np.sqrt(eta_test) * np.sin(t)), 0, np.pi / 2)[0]
    worst = max(worst, abs(density - np.exp(-eta_test)))
assert worst < 1e-9
# flux, position, Bohm integral and mean birth potential by quadrature
assert abs(quad(emission_z, 0, z_s)[0] - flux_s) < 1e-9
for z_test in (0.4, z_s):
    x_quad = quad(lambda z: np.exp(z*z) * emission_z(z), 0, z_test)[0]
    assert abs(x_quad - position(z_test)) < 1e-9
assert abs(position(z_s) - x_s) < 1e-10
bohm = 0.5 * np.exp(eta_s) * quad(
    lambda t: emission_z(z_s * np.sin(t)) / (eta_s * np.cos(t)**2), 0, np.pi / 2)[0]
assert abs(bohm - 1) < 1e-6

# ---------- direct solution of the integral equation, no inversion formula ----------
steps = (1 / 250, 1 / 500, 1 / 1000)
direct = [solve_in_potential(s) for s in steps]
errors = [abs(r[0] - eta_s) for r in direct]
assert errors[2] < 5e-4 and errors[0] > 1.5 * errors[1] > 2.25 * errors[2]
assert abs(direct[2][1] - x_s) < 1e-3
cells = direct[2][2]
z_cells = (np.arange(len(cells)) + 0.5) * steps[2]
birth_numeric = (cells @ z_cells**2) / cells.sum()
assert abs(birth_numeric - (1 - eta_s)) < 2e-3

# ---------- independence of the source profile, in real space ----------
h_space = 2e-4
profiles = {"source ~ n_e": lambda x, n: n,
            "uniform source": lambda x, n: 1.0,
            "source 1+10(x/L0)^2": lambda x, n: 1 + 10 * x * x}
profile_results = {}
for name, profile in profiles.items():
    eta_path, flux_end, x_end = march_in_space(profile, h_space)
    eta_end = edge_from_march(eta_path, h_space)
    profile_results[name] = (eta_end, flux_end, x_end)
    assert abs(eta_end - eta_s) < 4e-3, (name, eta_end)
    assert abs(flux_end - flux_s) < 2e-3, (name, flux_end)

# ---------- worked example: argon slab in a low-pressure etcher regime ----------
Te_eV, n0_cm3, L_cm = 6.0, 1e11, 4.0
pressure_mTorr, gas_K, sigma_cm2 = 0.5, 300.0, 5e-15
mass_u = 39.948
Te, n0, L = Te_eV * const.e, n0_cm3 * 1e6, L_cm * 1e-2
M = mass_u * const.atomic_mass
c_s = np.sqrt(Te / M)
debye_m = np.sqrt(const.epsilon_0 * Te / (n0 * const.e**2))
L0 = L / x_s
nu = np.sqrt(2) * c_s / L0
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_K)
mfp = 1 / (gas_density * sigma_cm2 * 1e-4)
flux_bohm = np.sqrt(2) * flux_s
current = const.e * n0 * c_s * flux_bohm
eta_w = np.log(np.sqrt(M / (2 * np.pi * const.m_e)) / flux_bohm)

# finite Debye length: full Poisson march to the floating wall
wall_ratio = np.sqrt(M / (4 * np.pi * const.m_e))
eps0 = debye_m / L0
density_source = profiles["source ~ n_e"]
z_half = brentq(lambda z: position(z) - x_s / 2, 0, z_s)
sheath_runs = []
for factor in (16, 4, 1):
    eps = factor * eps0
    h = eps / 8
    path, wall_eta, wall_x = march_in_space(density_source, h, eps, 0.0, wall_ratio)
    grid = h * np.arange(len(path))
    sheath_runs.append((eps, np.interp(x_s, grid, path), wall_eta, wall_x,
                        np.interp(x_s / 2, grid, path)))
gaps = [abs(run[1] - eta_s) for run in sheath_runs]
assert gaps[0] > gaps[1] > gaps[2]
assert abs(sheath_runs[2][4] - z_half**2) < 2e-3
assert abs(sheath_runs[2][2] - eta_w) < 0.1
coarse, _, coarse_wall = march_in_space(density_source, eps0 / 4, eps0, 0.0, wall_ratio)
coarse_eta = np.interp(x_s, eps0 / 4 * np.arange(len(coarse)), coarse)
step_change = abs(coarse_eta - sheath_runs[2][1])
assert step_change < 0.02
sheath_m = (sheath_runs[2][3] - x_s) * L0

# charge exchange at fixed half-width over mean free path
x_collision = x_s
for _ in range(12):
    alpha = (L / mfp) / x_collision
    eta_collision, x_collision, _ = solve_in_potential(1 / 500, alpha)
assert abs(alpha * x_collision - L / mfp) < 2e-3
path, _, _ = march_in_space(density_source, h_space, 0.0, alpha)
eta_collision_march = edge_from_march(path, h_space)
assert abs(eta_collision_march - eta_collision) < 6e-3
tail_loss = 0.5 * erfc(np.sqrt(eta_w - eta_s))

# ---------- output ----------
print(f"edge root z_s = {z_s:.6f}; drop eta_s = {eta_s:.6f} Te/e")
print(f"edge density = {np.exp(-eta_s):.5f} n0")
print(f"edge flux = {flux_s:.5f} sqrt(2) n0 c_s = {flux_bohm:.5f} n0 c_s")
print(f"mean edge speed = {flux_bohm * np.exp(eta_s):.5f} c_s")
print(f"edge position, source ~ n_e: {x_s:.5f} L0")
print(f"Bohm integral c_s^2 <v^-2> = {bohm:.7f}")
print(f"largest residual of integral equation = {worst:.1e} n0")
print(f"mean birth potential: formula {1-eta_s:.5f}, direct {birth_numeric:.5f} Te/e")
print(f"mean ion energy at edge = {2*eta_s-1:.5f} Te")
for s, r, err in zip(steps, direct, errors):
    print(f"direct solve, z step {s:.4f}: eta_s = {r[0]:.6f}, error {err:.1e}")
for name, (a, b, c) in profile_results.items():
    print(f"{name}: eta_s {a:.4f}, flux {b:.4f}, edge x/L0 {c:.4f}")
print(f"space march step = {h_space:.1e} L0")
print(f"INPUT Te = {Te_eV:.1f} eV, n0 = {n0_cm3:.1e} cm^-3, half-width = {L_cm:.1f} cm")
print(f"INPUT pressure = {pressure_mTorr:.2f} mTorr, gas temperature = {gas_K:.0f} K")
print(f"INPUT ion mass = {mass_u:.3f} u, charge-exchange area = {sigma_cm2:.1e} cm^2")
print(f"Bohm speed c_s = {c_s/1e3:.3f} km/s")
print(f"Debye length = {debye_m*1e6:.2f} um; length unit L0 = {L0*100:.3f} cm")
print(f"presheath drop = {eta_s*Te_eV:.3f} V")
print(f"ion current density = {current/10:.3f} mA/cm^2")
print(f"ionization frequency = {nu:.3e} 1/s")
print(f"gas density = {gas_density/1e6:.3e} cm^-3")
print(f"required ionization rate coefficient = {nu/gas_density*1e6:.2e} cm^3/s")
print(f"floating wall: eta_w = {eta_w:.4f}, drop from midplane = {eta_w*Te_eV:.2f} V")
print(f"drop from sheath edge to wall = {(eta_w-eta_s)*Te_eV:.2f} V")
print(f"mean wall impact energy = {(eta_w-1+eta_s)*Te_eV:.2f} eV")
print(f"impact energy range = {(eta_w-eta_s)*Te_eV:.2f} to {eta_w*Te_eV:.2f} eV")
for eps, edge, wall_eta, wall_x, _ in sheath_runs:
    print(f"Poisson, debye/L0 {eps:.2e}: eta(x_s) {edge:.3f}, "
          f"wall eta {wall_eta:.3f}, wall x/L0 {wall_x:.4f}")
print(f"change of eta(x_s) on halving the Poisson step = {step_change:.4f}")
print(f"eta at x_s/2: Poisson {sheath_runs[2][4]:.5f}, quasineutral {z_half**2:.5f}")
print(f"plasma edge to wall = {sheath_m*1e3:.2f} mm = {sheath_m/debye_m:.1f} Debye lengths")
print(f"ion mean free path = {mfp*100:.2f} cm; half-width/path = {L/mfp:.3f}")
print(f"with charge exchange: eta_s = {eta_collision:.4f} (potential grid), "
      f"{eta_collision_march:.4f} (space march)")
print(f"charge-exchange shift of drop = {(eta_collision-eta_s)*Te_eV:+.3f} V")
print(f"edge position with charge exchange = {x_collision:.4f} L0")
print(f"gas temperature / Te = {const.k*gas_K/Te:.5f}")
print(f"electron density missing at edge through tail loss = {tail_loss*100:.3f} %")
print("done: every assertion held")
```

Printed output:

```
edge root z_s = 0.924139; drop eta_s = 0.854033 Te/e
edge density = 0.42569 n0
edge flux = 0.34444 sqrt(2) n0 c_s = 0.48711 n0 c_s
mean edge speed = 1.14427 c_s
edge position, source ~ n_e: 0.40456 L0
Bohm integral c_s^2 <v^-2> = 1.0000000
largest residual of integral equation = 1.1e-16 n0
mean birth potential: formula 0.14597, direct 0.14597 Te/e
mean ion energy at edge = 0.70807 Te
direct solve, z step 0.0040: eta_s = 0.854046, error 1.3e-05
direct solve, z step 0.0020: eta_s = 0.854037, error 4.2e-06
direct solve, z step 0.0010: eta_s = 0.854034, error 1.4e-06
source ~ n_e: eta_s 0.8539, flux 0.3444, edge x/L0 0.4044
uniform source: eta_s 0.8539, flux 0.3442, edge x/L0 0.3442
source 1+10(x/L0)^2: eta_s 0.8515, flux 0.3440, edge x/L0 0.2748
space march step = 2.0e-04 L0
INPUT Te = 6.0 eV, n0 = 1.0e+11 cm^-3, half-width = 4.0 cm
INPUT pressure = 0.50 mTorr, gas temperature = 300 K
INPUT ion mass = 39.948 u, charge-exchange area = 5.0e-15 cm^2
Bohm speed c_s = 3.807 km/s
Debye length = 57.58 um; length unit L0 = 9.887 cm
presheath drop = 5.124 V
ion current density = 2.971 mA/cm^2
ionization frequency = 5.445e+04 1/s
gas density = 1.609e+13 cm^-3
required ionization rate coefficient = 3.38e-09 cm^3/s
floating wall: eta_w = 5.3982, drop from midplane = 32.39 V
drop from sheath edge to wall = 27.27 V
mean wall impact energy = 31.51 eV
impact energy range = 27.27 to 32.39 eV
Poisson, debye/L0 9.32e-03: eta(x_s) 0.693, wall eta 5.336, wall x/L0 0.5003
Poisson, debye/L0 2.33e-03: eta(x_s) 0.763, wall eta 5.377, wall x/L0 0.4353
Poisson, debye/L0 5.82e-04: eta(x_s) 0.803, wall eta 5.391, wall x/L0 0.4141
change of eta(x_s) on halving the Poisson step = 0.0004
eta at x_s/2: Poisson 0.10879, quasineutral 0.10879
plasma edge to wall = 0.94 mm = 16.3 Debye lengths
ion mean free path = 12.43 cm; half-width/path = 0.322
with charge exchange: eta_s = 0.9243 (potential grid), 0.9233 (space march)
charge-exchange shift of drop = +0.421 V
edge position with charge exchange = 0.3845 L0
gas temperature / Te = 0.00431
electron density missing at edge through tail loss = 0.129 %
done: every assertion held
```
